# Direction of the electromigration force in a transverse magnetic field

## Problem

A metal has one isotropic parabolic band holding $n$ electrons per volume, of charge $-e$ (with $e>0$), mass $m$ and relaxation time $\tau$. A steady, uniform current density $\mathbf j$ flows perpendicular to a magnetic field $\mathbf B$. A defect at rest in the metal feels two forces:

- the direct force $Z_d e\mathbf E$, where $\mathbf E$ is the whole electric field, Hall field included, and the direct valence $Z_d$ contains any screening and does not depend on $B$;
- the wind force, which is the momentum per unit time that scattered electrons hand to the defect.

At $B=0$ the total force is $Z^*e\mathbf E$, with $Z^*=Z_d+Z_w$ and $Z_w$ the wind valence. Skew scattering is neglected: the scattering rate depends on the angle between the old and new directions of motion, and does not prefer left to right.

(a) Find the angle $\varphi$ from $\mathbf j$ to the total force, counted positive towards $\mathbf j\times\mathbf B$.

(b) Evaluate it for a dilute solute in a copper-like line at 500 K, with $n=8.5\times10^{22}$ cm$^{-3}$, one electron per atom, resistivity 3.0 µΩ cm, $j=1.0$ MA/cm², $B=10$ T and $Z_d=1$. The solute adds 0.30 µΩ cm per atomic percent.

SI units are used in the formulas. Hats denote unit vectors.

## A tempting solution

The force at $B=0$ is $Z^*e\mathbf E$. The magnetic field adds a Hall field to $\mathbf E$, and the direct force is stated to include it. So one inserts the full field into the known formula:

$$\mathbf F=Z^*e\mathbf E\qquad\text{(wrong)}.$$

The force then lies on the line of $\mathbf E$, which makes the Hall angle with $\mathbf j$. For $Z^*<0$ the force would be opposite to $\mathbf E$, tilted away from $-\mathbf j$ by the full Hall angle.

## Where it fails

The formula $Z^*e\mathbf E$ merges two forces with different causes. The direct force is caused by the field. The wind is caused by the motion of the electrons, and can be written with $\mathbf E$ at $B=0$ because there $\mathbf E=\rho_0\mathbf j$, with $\rho_0$ the resistivity. In a magnetic field $\mathbf E$ and $\mathbf j$ are no longer parallel, and that replacement is not allowed.

A momentum count exposes the fault. Let the electrons be neutralized by a positive background of charge density $ne$ that also takes up all their friction. At $B=0$ the field force on the background is $ne\mathbf E$ and the friction is $-ne\mathbf E$. If the friction kept this form in a magnetic field, the metal would feel no net force. Yet a current-carrying metal in a magnetic field is pushed with the force $\mathbf j\times\mathbf B$ per volume.

## Right solution

**The electric field.** Let $\mathbf v$ be the mean electron velocity. In the steady state the forces on an average electron cancel:

$$-e(\mathbf E+\mathbf v\times\mathbf B)-\frac{m\mathbf v}{\tau}=0
\quad\Rightarrow\quad
\mathbf E=-\mathbf v\times\mathbf B-\frac{m\mathbf v}{e\tau}.$$

Since $\mathbf j=-ne\mathbf v$, we insert $\mathbf v=-\mathbf j/(ne)$. Both minus signs cancel:

$$\mathbf E=\rho_0\,\mathbf j+\frac{\mathbf j\times\mathbf B}{ne},\qquad \rho_0=\frac{m}{ne^2\tau}.$$

The second term is the Hall field. Its size relative to the first is

$$\beta=\frac{B}{ne\rho_0}=\frac{eB\tau}{m},$$

so that $\mathbf E=\rho_0 j\,(\hat{\mathbf j}+\beta\,\hat{\mathbf j}\times\hat{\mathbf B})$, and the Hall angle is $\arctan\beta$.

**The direction of the wind.** We must show that the magnetic field does not turn the wind away from the line of $\mathbf j$. Try a Fermi sphere displaced rigidly by the mean velocity. With $\mathbf v_k=\hbar\mathbf k/m$, the change of the occupation to first order in $\mathbf v$ is

$$\delta f=-\frac{m\mathbf v}{\hbar}\cdot\nabla_k f_0=m\,\mathbf v\cdot\mathbf v_k\,\delta(\varepsilon-\varepsilon_F),$$

because $\nabla_kf_0=\hbar\mathbf v_k\,\partial f_0/\partial\varepsilon$ and $\partial f_0/\partial\varepsilon=-\delta(\varepsilon-\varepsilon_F)$ for degenerate electrons.

In the Boltzmann equation the electric force contributes

$$-\frac{e}{\hbar}\mathbf E\cdot\nabla_kf_0=e\,\mathbf E\cdot\mathbf v_k\,\delta(\varepsilon-\varepsilon_F).$$

The magnetic force is perpendicular to $\mathbf v_k$ and leaves the energy unchanged, so it acts on the factor $m\mathbf v\cdot\mathbf v_k=\hbar\mathbf v\cdot\mathbf k$, whose gradient is $\hbar\mathbf v$:

$$-e(\mathbf v_k\times\mathbf B)\cdot\mathbf v\,\delta(\varepsilon-\varepsilon_F)=e\,\mathbf v_k\cdot(\mathbf v\times\mathbf B)\,\delta(\varepsilon-\varepsilon_F).$$

For elastic scattering, let $W(\cos\theta)$ be the rate for turning through the angle $\theta$. Averaged around the axis $\hat{\mathbf k}$, the sideways part of the new direction vanishes and $\cos\theta\,\hat{\mathbf k}$ remains. Scattering therefore changes $\delta f$ at the rate $-\delta f/\tau$, with

$$\frac1\tau=\int\frac{d\Omega}{4\pi}\,W(\cos\theta)(1-\cos\theta).$$

Setting the field terms equal to $-\delta f/\tau$ gives

$$\mathbf v_k\cdot\left[e(\mathbf E+\mathbf v\times\mathbf B)+\frac{m\mathbf v}{\tau}\right]=0$$

for every $\mathbf v_k$. This is the force balance already solved, so the displaced sphere is the solution, also in the magnetic field.

The defects alone relax the same $\delta f$ at a rate $1/\tau_d$, defined like $1/\tau$ but with their part of $W$. The electrons carry the momentum $nm\mathbf v$ per volume. With $n_d$ defects per volume, each receives

$$\mathbf F_w=\frac{nm\mathbf v}{n_d\tau_d}=-\frac{m\,\mathbf j}{e\,n_d\tau_d}.$$

The defects' part of the resistivity is $\rho_d=m/(ne^2\tau_d)$, so $m/(e\tau_d)=ne\rho_d$ and

$$\mathbf F_w=-\frac{ne\rho_d}{n_d}\,\mathbf j=Z_w\,e\rho_0\,\mathbf j,\qquad Z_w=-\frac{n}{n_d}\frac{\rho_d}{\rho_0}.$$

In this model neither $\rho_d$ nor $\rho_0$ depends on $B$, so neither does $Z_w$. The wind points along the electron flow, opposite to $\mathbf j$.

**The sum.** Adding $Z_de\mathbf E$ and $\mathbf F_w$ gives

$$\mathbf F=e\rho_0 j\left[(Z_d+Z_w)\,\hat{\mathbf j}+Z_d\,\beta\,\hat{\mathbf j}\times\hat{\mathbf B}\right].$$

The angle follows from the two components:

$$\boxed{\varphi=\operatorname{atan2}(Z_d\beta,\;Z^*)},\qquad \tan\varphi=\frac{Z_d}{Z^*}\,\beta\quad(Z^*\neq0).$$

The function atan2 takes the sideways component first and selects the quadrant from both signs, which the tangent alone cannot do. For $Z_d>0$ and $Z^*<0$,

$$\varphi=180^\circ-\arctan\frac{Z_d\beta}{|Z^*|}.$$

The momentum count now closes. The background feels $ne\mathbf E$, and the total friction is $nm\mathbf v/\tau=-ne\rho_0\mathbf j$. Their sum is $ne(\mathbf E-\rho_0\mathbf j)=\mathbf j\times\mathbf B$. The Hall field passes the magnetic force on the electrons to the lattice.

## Limits

Without wind, and for $Z_d>0$, the force follows $\mathbf E$ and $\varphi$ is the Hall angle. For $Z_d=0$ the force is opposite to $\mathbf j$ at any $B$. Reversing $\mathbf B$ at fixed $\mathbf j$ reverses the sideways force.

If direct force and wind cancel along $\mathbf j$, so that $Z^*=0$, a purely sideways force remains, and $\varphi=90^\circ$ for $Z_d>0$. The force is more sideways than lengthwise when $|Z^*|<|Z_d|\beta$.

The result relates local vectors. It holds whether the sample's shape fixes the direction of $\mathbf j$ or that of $\mathbf E$.

## Numbers for the copper-like line

The ratio of Hall field to lengthwise field is

$$\beta=\frac{10\ \text{T}}{(8.5\times10^{28}\ \text{m}^{-3})\,e\,(3.0\times10^{-8}\ \Omega\,\text{m})}=0.0245,$$

a Hall angle of 1.40°. The lengthwise field is $\rho_0j=3.00$ V/cm and the Hall field is 0.0734 V/cm.

One atomic percent of solute means $n_d/n=0.01$, and for a dilute solute $\rho_d/n_d$ is constant. Hence

$$Z_w=-\frac{1}{0.01}\,\frac{0.30}{3.0}=-10,\qquad Z^*=1-10=-9.$$

The given 3.0 µΩ cm is the total resistivity, including the solute's share. Since 3.00 V/cm is 0.300 µV/nm, the force components are

$$F_\parallel=-9\times0.300=-2.70\ \mu\text{eV/nm},\qquad F_\perp=0.0073\ \mu\text{eV/nm}.$$

The angle is $\varphi=179.84^\circ$ (3.139 rad), which is 0.16° away from antiparallel. The tempting solution gives a tilt of 1.40° to the opposite side: it multiplies the Hall field by $Z^*=-9$ instead of $Z_d=1$.

Over a width of 1 µm the sideways force does work of only $1.7\times10^{-4}\,kT$, so it is a very weak drive for sideways segregation.

A weaker scatterer changes the picture. With all else fixed, these solute resistivities give:

| µΩ cm per at.% | $Z^*$ | $\varphi$ |
|---|---:|---:|
| 0.060 | −1.000 | 178.6° |
| 0.031 | −0.033 | 143.7° |
| 0.030 | 0 | 90.0° |
| 0.029 | 0.033 | 36.3° |
| 0.020 | 0.333 | 4.2° |
| 0 | 1.000 | 1.4° |

The force swings round within a narrow range of solute resistivity, because $\beta$ is small. The table describes the model defect, which receives all the momentum behind $\rho_d$. It does not describe atoms migrating in copper. The resistivity of a substitutional solute comes from the difference between solute and host potentials, while the force on the solute ion involves its whole potential, so the wind on the ion can differ from this $Z_w$ by a factor of order one, or even in sign. An atom that leaves its lattice site during a jump scatters electrons and feels a wind even if it adds no resistivity on its site.

## How far a real line departs from the model

The material parameters are rough values for copper. The magnetic field is that of a strong laboratory magnet, far above what an interconnect meets in service. Besides the reading of $Z_w$ from the solute resistivity, a weak point is the isotropic band, since copper's Fermi surface is not a sphere. The sideways force is small and the wind is large, so turning the wind by 0.0024 rad already produces a sideways force equal to that of the Hall field.

To size this, split the electrons into two equal groups $s=\pm1$ of the same mass, with relaxation times $\tau(1+sa)$ and defect scattering rates $(1+sb)/\tau_d$. To first order in $\beta$, each group's velocity is proportional to

$$-(1+sa)\left[\hat{\mathbf E}-\beta(1+sa)\,\hat{\mathbf E}\times\hat{\mathbf B}\right].$$

Averaging over $s$, the current is along $\hat{\mathbf E}-\beta(1+a^2)\hat{\mathbf E}\times\hat{\mathbf B}$. The wind, weighted by $1+sb$, is proportional to $-(1+ab)\hat{\mathbf E}+\beta(1+a^2+2ab)\hat{\mathbf E}\times\hat{\mathbf B}$. Projecting both forces on $\hat{\mathbf j}\times\hat{\mathbf B}\approx\hat{\mathbf E}\times\hat{\mathbf B}+\beta(1+a^2)\hat{\mathbf E}$ gives, with $Z_w$ the wind valence without spread,

$$\frac{\text{sideways wind}}{\text{sideways direct force}}=\frac{|Z_w|}{Z_d}\,\frac{ab(1-a^2)}{1+a^2}.$$

For an assumed spread of 20 % in both quantities this is $+0.37$ if the spreads are alike and $-0.37$ if they are opposite. The tilt from antiparallel becomes 0.21° or 0.11° instead of 0.16°. In this model of equal masses the effect vanishes if either spread is zero. On a real Fermi surface the masses vary with direction too, so the wind can turn even when all lifetimes are equal and the defects scatter all electrons at the same rate. The sideways wind may then be comparable to the sideways direct force, and the Hall field changes as well: the measured Hall coefficient of copper at room temperature is roughly 30 % smaller than the free-electron value $1/(ne)$ used here. The tilt of 0.16° therefore belongs to the isotropic model and is not a prediction for real copper.

Another neglected effect is the bending of orbits during a collision, which is smaller in a rough estimate. An electron's path bends within a scatterer of assumed range 0.2 nm by about that range divided by the cyclotron radius of 895 nm. Multiplied by $|Z_w|/(Z_d\beta)$, this gives 9 % of the direct sideways force, which is a generous estimate. The actual size and sign of this sideways wind depend on the scatterer's potential. Classical orbits in a Gaussian potential of this range, with a strength that gives $Z_w=-10$, yield only about 0.2 %. Landau levels are spaced by $0.027\,kT$, so treating the orbits classically is reasonable at 500 K.

Numbers in the example were calculated in double precision.
